\section*{Thermal Averaging of Annihilation: Single Integral and Low-Temperature Expansion}

\section{A gas that annihilates}

A dilute hot gas contains positive and negative muons. A pair can annihilate, $\mu^+\mu^-\to e^+e^-$, and the number of such events per volume and time is $n_+n_-\langle\sigma v\rangle$. Pairs meet at all angles and energies, whereas the cross section $\sigma$ depends on the squared centre-of-mass energy $s$ alone. How much of the six-dimensional momentum average survives, and what remains when the gas is cold?

Units are $\hbar=c=k_B=1$. Both species have mass $m$ and isotropic Maxwell--Boltzmann distributions $e^{-E/T}$ in the same rest frame; $\sigma$ is averaged over initial spins. Set $x=m/T$. Bold letters are three-vectors, and $p_1\cdot p_2=E_1E_2-\mathbf p_1\cdot\mathbf p_2$.

The velocity must be fixed first. The number of events per space-time volume is invariant, and so is $n_1n_2/(E_1E_2)$ for two beams. Their ratio is therefore an invariant, which can be evaluated in the rest frame of particle 2, where the event rate is $\sigma v_{\rm lab}n_1n_2$. There $p_1\cdot p_2=mE_1$, so the ratio is
\[
\sigma\, mE_1v_{\rm lab}=\sigma\sqrt{(p_1\cdot p_2)^2-m^4}.
\]
In any frame the rate is thus $\sigma v_{\rm M}n_1n_2$ with
\begin{equation}
E_1E_2v_{\rm M}=\sqrt{(p_1\cdot p_2)^2-m^4}=\tfrac12\sqrt{s(s-4m^2)},
\label{flux}
\end{equation}
because $p_1\cdot p_2=(s-2m^2)/2$. Dividing by $E_1E_2$ and using $m^2/E_i^2=1-v_i^2$,
\begin{align*}
v_{\rm M}^2&=(1-\mathbf v_1\cdot\mathbf v_2)^2-(1-v_1^2)(1-v_2^2)\\
&=|\mathbf v_1-\mathbf v_2|^2-|\mathbf v_1\times\mathbf v_2|^2 .
\end{align*}
This is the M\o ller velocity.

\section{Simplest case: constant $\sigma v_{\rm lab}$}

The rest-frame result also gives $v_{\rm lab}=\sqrt{(p_1\cdot p_2)^2-m^4}/(p_1\cdot p_2)$. Comparison with (\ref{flux}) yields
\begin{equation}
v_{\rm M}=v_{\rm lab}\,\frac{p_1\cdot p_2}{E_1E_2}=v_{\rm lab}(1-\mathbf v_1\cdot\mathbf v_2).
\label{vlab}
\end{equation}
If $\sigma v_{\rm lab}=a_0$ is constant, isotropy removes $\mathbf v_1\cdot\mathbf v_2$, and $\langle\sigma v_{\rm M}\rangle=a_0$ at every temperature. Any temperature dependence must come from the variation of $\sigma v_{\rm lab}$ with $s$.

\section{General $\sigma(s)$: down to one integral}

The average is
\[
\langle\sigma v_{\rm M}\rangle=\frac{\int d^3p_1d^3p_2\,\sigma v_{\rm M}e^{-(E_1+E_2)/T}}{\left(\int d^3p\,e^{-E/T}\right)^2}.
\]
With $\theta$ the angle between the momenta and $p\,dp=E\,dE$,
\[
d^3p_1d^3p_2\to 8\pi^2p_1E_1\,p_2E_2\,dE_1dE_2\,d\cos\theta .
\]
Let $E_\pm=E_1\pm E_2$ and $s=2m^2+2E_1E_2-2p_1p_2\cos\theta$. Then $dE_1dE_2=\frac12dE_+dE_-$ and $|d\cos\theta|=ds/(2p_1p_2)$, so the measure is $2\pi^2E_1E_2\,dE_+dE_-ds$.

The limits follow from $|\cos\theta|\le1$, that is, $(s-2m^2-2E_1E_2)^2\le4p_1^2p_2^2$. Insert
\[
p_1^2p_2^2=E_1^2E_2^2-m^2(E_1^2+E_2^2)+m^4 .
\]
The terms $4E_1^2E_2^2$ cancel. With $4E_1E_2=E_+^2-E_-^2$ and $2(E_1^2+E_2^2)=E_+^2+E_-^2$,
\begin{align*}
s(s-4m^2)-(s-4m^2)E_+^2+sE_-^2&\le0,\\
|E_-|&\le\sqrt{1-\tfrac{4m^2}{s}}\,\sqrt{E_+^2-s}.
\end{align*}
Here $s\ge4m^2$, and $E_+\ge\sqrt s$ because $E_+^2=s+|\mathbf p_1+\mathbf p_2|^2$.

By (\ref{flux}), $E_1E_2v_{\rm M}$ depends on $s$ alone, so the $E_-$ integral is just the length of its interval. The numerator becomes
\[
2\pi^2\!\int\! ds\,\sigma\,\tfrac12\sqrt{s(s-4m^2)}\;2\sqrt{1-\tfrac{4m^2}{s}}\int_{\sqrt s}^\infty\! dE_+\,e^{-E_+/T}\sqrt{E_+^2-s},
\]
and the factors before the inner integral combine to $2\pi^2\sigma(s-4m^2)$.

Define $K_\nu(z)=\int_0^\infty e^{-z\cosh\eta}\cosh\nu\eta\,d\eta$. With $E_+=\sqrt s\cosh\eta$ and $z=\sqrt s/T$, integration by parts gives
\[
s\int_0^\infty e^{-z\cosh\eta}\sinh^2\eta\,d\eta=\frac sz\int_0^\infty e^{-z\cosh\eta}\cosh\eta\,d\eta=\sqrt s\,T K_1(z).
\]
For the normalization, $p=m\sinh\eta$ and the derivative $(\sinh\eta\cosh\eta)'=\cosh2\eta$ give
\[
4\pi m^3\int_0^\infty\sinh^2\eta\cosh\eta\,e^{-x\cosh\eta}d\eta=4\pi m^2TK_2(x).
\]
Dividing $2\pi^2T$ by $16\pi^2m^4T^2K_2^2$ produces the Gondolo--Gelmini integral
\begin{equation}
\boxed{\langle\sigma v_{\rm M}\rangle=\frac{1}{8m^4TK_2^2(m/T)}\int_{4m^2}^\infty\! ds\,\sigma(s)(s-4m^2)\sqrt s\,K_1\!\left(\frac{\sqrt s}{T}\right)}
\label{single}
\end{equation}

\paragraph{Hot limit.} Take $\sigma=A/s$ and $T\gg m$, where $K_2(x)\to2/x^2$. Dropping $m$ in the integrand and setting $y=\sqrt s/T$,
\[
\langle\sigma v_{\rm M}\rangle\to\frac{A}{32T^5}\,2T^3\int_0^\infty y^2K_1(y)\,dy=\frac{A}{8T^2},
\]
since $\int_0^\infty y^2K_1dy=\int_0^\infty 2\,d\eta/\cosh^2\eta=2$. Directly, massless particles have $v_{\rm M}=1-\cos\theta$ and $s=2E_1E_2(1-\cos\theta)$, so $\sigma v_{\rm M}=A/(2E_1E_2)$. With $\langle1/E\rangle=1/(2T)$ this again averages to $A/(8T^2)$.

\section{Cold gas: the leading powers}

Measure the energy above threshold by $\varepsilon=(s-4m^2)/(4m^2)$. Then $p_1\cdot p_2=m^2(1+2\varepsilon)$ and
\[
v_{\rm lab}=\frac{2\sqrt{\varepsilon(1+\varepsilon)}}{1+2\varepsilon}.
\]
Let $F(\varepsilon)=\sigma v_{\rm lab}$. In (\ref{single}), $ds\,(s-4m^2)\sqrt s=32m^5\varepsilon\sqrt{1+\varepsilon}\,d\varepsilon$, and hence
\begin{equation}
\langle\sigma v_{\rm M}\rangle=\frac{2x}{K_2^2(x)}\int_0^\infty d\varepsilon\,\sqrt\varepsilon(1+2\varepsilon)K_1(2x\sqrt{1+\varepsilon})F(\varepsilon).
\label{eps}
\end{equation}
Call the result $M_k$ when $F=\varepsilon^k$. The simplest case says $M_0=1$.

For large $z$, put $\cosh\eta=1+y/z$ in the definition of $K_\nu$:
\[
K_\nu(z)=\frac{e^{-z}}{\sqrt{2z}}\int_0^\infty\frac{e^{-y}\cosh\nu\eta}{\sqrt y\,\sqrt{1+y/2z}}\,dy .
\]
For integer $\nu$, $\cosh\nu\eta$ is a polynomial in $1+y/z$. Expansion under the integral therefore gives $\sqrt{\pi/2z}\,e^{-z}$ times an asymptotic series in $1/z$.

Now set $\varepsilon=t/x$ in (\ref{eps}). The exponent $2x(\sqrt{1+\varepsilon}-1)$ tends to $t$, and the prefactors combine as
\[
2x\cdot\frac{2x}{\pi}\cdot\sqrt{\frac{\pi}{4x}}\cdot x^{-k-3/2}=\frac{2}{\sqrt\pi}\,x^{-k}.
\]
Thus
\begin{equation}
x^kM_k\to\frac{2}{\sqrt\pi}\int_0^\infty t^{k+1/2}e^{-t}dt=\frac{2}{\sqrt\pi}\Gamma(k+\tfrac32),
\label{lead}
\end{equation}
which is $\frac32,\frac{15}4,\frac{105}8,\frac{945}{16}$ for $k=1,\dots,4$. The corrections are smaller by a factor of order $1/x$.

\paragraph{Nonrelativistic check.} For slow particles $\varepsilon\simeq|\mathbf v_1-\mathbf v_2|^2/4$. Each species has $\langle v^2\rangle=3T/m$, so $\langle\varepsilon\rangle=6/(4x)=3/(2x)$, in agreement with $M_1$.

\section{Relativistic corrections from one-particle averages}

Third order requires $M_1$ and $M_2$ beyond their leading terms. Let $e_i=E_i/m$, $q=\mathbf p_1\cdot\mathbf p_2/m^2$ and $P=e_1e_2-q$. Then $\varepsilon=(P-1)/2$, and (\ref{vlab}) gives
\[
M_k=2^{-k}\left\langle(P-1)^k\frac{P}{e_1e_2}\right\rangle .
\]
Odd powers of $q$ average to zero, and the angular average of $q^2$ is $p_1^2p_2^2/(3m^4)$. With $h=\langle E\rangle/m$ and $u=\langle p^2\rangle/m^2$,
\begin{align*}
\left\langle\frac{P^2}{e_1e_2}\right\rangle&=h^2+\frac13\left\langle\frac{p^2}{mE}\right\rangle^2,\\
\left\langle\frac{P^3}{e_1e_2}\right\rangle&=(1+u)^2+u^2 .
\end{align*}

Three averages are needed. Since $d(e^{-E/T})/dp=-(p/ET)e^{-E/T}$, integration by parts gives
\[
\langle p^2/E\rangle=3T,\qquad \langle p^2\rangle=3T\langle E\rangle+T\langle p^2/E\rangle=3T\langle E\rangle+3T^2 .
\]
The normalization is proportional to $K_2(x)/x$ at fixed $m$, so $h=-d\ln(K_2/x)/dx$. The integral for $K_\nu$ implies $K_\nu'=-\frac12(K_{\nu-1}+K_{\nu+1})$ and, by parts, $K_{\nu+1}-K_{\nu-1}=(2\nu/x)K_\nu$. These give
\[
K_1'=-K_2+\frac{K_1}{x},\qquad K_2'=-K_1-\frac{2K_2}{x}.
\]
Consequently $h=K_1/K_2+3/x$, $u=3h/x+3/x^2$, and
\begin{align}
M_1&=\tfrac12\left(h^2+\frac3{x^2}-1\right),\label{m1}\\
M_2&=\tfrac12\left(1+u+u^2-h^2-\frac3{x^2}\right).\label{m2}
\end{align}

The ratio $R=K_1/K_2$ obeys $R'=-1+3R/x+R^2$. Insert $R=1+r_1/x+r_2/x^2+r_3/x^3+\dots$ and compare powers:
\begin{align*}
0&=3+2r_1, & r_1&=-\tfrac32,\\
-r_1&=3r_1+2r_2+r_1^2, & r_2&=\tfrac{15}8,\\
-2r_2&=3r_2+2r_3+2r_1r_2, & r_3&=-\tfrac{15}8 .
\end{align*}
Therefore
\begin{align*}
h^2&=1+\frac3x+\frac6{x^2}+\frac{15}{8x^3}+\dots,\\
u&=\frac3x+\frac{15}{2x^2}+\frac{45}{8x^3}+\dots,\qquad u^2=\frac9{x^2}+\frac{45}{x^3}+\dots,
\end{align*}
and (\ref{m1}), (\ref{m2}) become
\[
M_1=\frac3{2x}+\frac9{2x^2}+\frac{15}{16x^3}+\dots,\qquad
M_2=\frac{15}{4x^2}+\frac{195}{8x^3}+\dots
\]
The leading terms reproduce (\ref{lead}), although they were obtained by a different route.

Suppose that $|F-\sum_{k=0}^3a_k\varepsilon^k|\le C\varepsilon^4$ for all $\varepsilon\ge0$. The weight in (\ref{eps}) is positive, so the neglected part of $F$ contributes at most $CM_4=O(x^{-4})$. Collecting powers,
\begin{equation}
\boxed{\begin{aligned}
\langle\sigma v_{\rm M}\rangle={}&a_0+\frac{3a_1}{2x}+\frac1{x^2}\left(\frac92a_1+\frac{15}4a_2\right)\\
&+\frac1{x^3}\left(\frac{15}{16}a_1+\frac{195}8a_2+\frac{105}8a_3\right)+O(x^{-4})
\end{aligned}}
\label{exp}
\end{equation}
The $a_k$ are Taylor coefficients; derivatives at $\varepsilon=0$ would carry an extra $1/k!$. A reaction threshold above $4m^2$ makes all $a_k$ vanish, and the expansion then misses the exponentially small rate. A narrow resonance just above threshold makes $C$ large and pushes the useful range to very large $x$. The integral (\ref{single}) covers both cases.

\section{Muon pairs into electron pairs}

\subsection*{The cross section}

At tree level one photon connects the two currents. Neglect the electron mass, and let $k_1,k_2$ be the electron and positron momenta. The spin sums give traces over the muon and electron lines,
\begin{align*}
H^{\mu\nu}&=4\left[p_1^\mu p_2^\nu+p_1^\nu p_2^\mu-\tfrac s2g^{\mu\nu}\right],\\
L^{\mu\nu}&=4\left[k_1^\mu k_2^\nu+k_1^\nu k_2^\mu-\tfrac s2g^{\mu\nu}\right],
\end{align*}
where $p_1\cdot p_2+m^2=k_1\cdot k_2=s/2$. The terms containing $g^{\mu\nu}$ contract to $-s(s/2-m^2)-s^2/2+s^2=sm^2$, so
\[
H^{\mu\nu}L_{\mu\nu}=16\left[2(p_1\cdot k_1)(p_2\cdot k_2)+2(p_1\cdot k_2)(p_2\cdot k_1)+sm^2\right].
\]
In the centre-of-mass frame let $\beta=\sqrt{1-4m^2/s}$ and let $c$ be the cosine of the scattering angle. The products are $p_1\cdot k_1=p_2\cdot k_2=\frac s4(1-\beta c)$, and the other two have $+\beta c$. The factor $e^4/s^2$, with $e^2=4\pi\alpha$, and the spin average $\frac14$ give
\[
\overline{|\mathcal M|^2}=16\pi^2\alpha^2\left(1+\beta^2c^2+\frac{4m^2}s\right).
\]
Massless two-body phase space is $d\Omega/(32\pi^2)$, and the flux factor is $4\sqrt{(p_1\cdot p_2)^2-m^4}=2s\beta$. The angular integral of the bracket is $\frac{16\pi}3(1+2m^2/s)$, so
\[
\sigma=\frac{4\pi\alpha^2}{3s\beta}\left(1+\frac{2m^2}s\right).
\]
With $s=4m^2(1+\varepsilon)$ and $v_{\rm lab}/\beta=2(1+\varepsilon)/(1+2\varepsilon)$,
\[
F=U\,\frac{1+\frac23\varepsilon}{(1+\varepsilon)(1+2\varepsilon)}=\frac U3\left[\frac4{1+2\varepsilon}-\frac1{1+\varepsilon}\right],\qquad U=\frac{\pi\alpha^2}{m^2}.
\]
The geometric series give $a_k/U=1,-\frac73,5,-\frac{31}3$. The remainder after the cubic term is $\frac U3\varepsilon^4[64/(1+2\varepsilon)-1/(1+\varepsilon)]$, which lies between $0$ and $21U\varepsilon^4$. The condition for (\ref{exp}) holds, and
\[
\frac{\langle\sigma v_{\rm M}\rangle}{U}=1-\frac{3.5}x+\frac{8.25}{x^2}-\frac{15.9375}{x^3}+O(x^{-4}).
\]

\subsection*{Numbers at $x=20$}

The muon rest energy of $105.66$ MeV gives $T=5.28$ MeV. The expansion reads
\[
1-0.175000+0.020625-0.001992=0.843633,
\]
while the single integral gives $0.84379$. The difference is $1.9\times10^{-4}$ of the integral. With $U=1.75\times10^{-19}\,\mathrm{cm^3/s}$ the tree-level average is $1.48\times10^{-19}\,\mathrm{cm^3/s}$. Direct integration over both momenta and their angle agrees with the single integral; this was tested at $x=1$ and $x=20$ to a relative $10^{-7}$.

The errors do not combine as one might guess. Keeping the full moments $M_1=0.086367$, $M_2=0.012694$, $M_3=0.002668$ and truncating only $F$ gives
\[
1-\tfrac73M_1+5M_2-\tfrac{31}3M_3=0.8344,
\]
which is $0.0094$ below the integral. The expansion in $1/x$ misses by only $0.00016$, because the tails dropped from $M_1$, $M_2$ and $M_3$ nearly cancel the dropped part of $F$. For this $F$ the cancellation is not special to $x=20$: at order $x^{-4}$ the dropped part of $F$ contributes $21\cdot\frac{945}{16}\approx1240$, while the net coefficient is only about $27$.

\begin{center}
\begin{tabular}{rcccc}
$x$ & integral & first order & second & third\\
3 & 0.3782 & $-0.1667$ & 0.7500 & 0.1597\\
10 & 0.7189 & 0.6500 & 0.7325 & 0.7166\\
100 & 0.96581 & 0.96500 & 0.96583 & 0.96581
\end{tabular}
\end{center}
Entries are in units of $U$. At $x=3$ the first-order value is negative although $F$ is positive, and the second and third orders miss by roughly a factor of two; there the integral must be used.

\subsection*{How cold is too cold}

The tree-level $F$ is finite at threshold, but opposite charges attract. For slow pairs the attraction multiplies $F$ by
\[
S=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad \eta=\frac\alpha v,
\]
with $v$ the relative speed. This factor is quoted here, not derived; a numerical solution of the radial Schr\"odinger equation at $\eta=\frac12$ confirms it. As $v\to0$, $S$ grows like $1/v\propto\varepsilon^{-1/2}$, so $F$ loses its Taylor series and (\ref{exp}) no longer applies.

For weak coupling $S\simeq1+\pi\alpha/v$. The cold distribution of relative speeds, $v^2e^{-xv^2/4}$, has $\langle1/v\rangle=\sqrt{x/\pi}$, so the enhancement is about $\alpha\sqrt{\pi x}$. It grows on cooling while the kinematic correction $3.5/x$ shrinks. Averaging the full $S$ gives $6\%$ at $x=20$ and $49\%$ at $x=1000$. The third-order term at $x=20$ therefore matters for the accuracy of the tree-level average, but at $0.2\%$ it is far smaller than the $6\%$ Coulomb enhancement, so it improves a physical rate only once that factor is included and the radiative corrections are controlled to the same accuracy.

The average also leaves out annihilation into two photons (a separate channel of comparable size, with tree-level $\sigma v_{\rm lab}=U$ at threshold, so the total annihilation rate is about twice the one computed here), quantum statistics, medium effects and radiative corrections. The neglected electron mass lowers $\sigma$ at threshold by a relative $2\times10^{-10}$. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
fine-structure constant alpha (no unit): 0.00729735
muon rest energy: 105.6584 MeV
worked point x = m/T (no unit): 20
temperature k_B T at this point: 5.2829 MeV
unit U = pi alpha^2/m^2 converted: 1.74931e-19 cm^3/s
Taylor coefficients a0..a4 in U: 1, -7/3, 5, -31/3, 21
coefficients of x^0, x^-1, x^-2, x^-3 in U: 1.0000, -3.5000, 8.2500, -15.9375
mean energy <E>/m at x=20 (no unit): 1.07946006
mean square momentum <p^2>/m^2 at x=20 (no unit): 0.16941901
moment M0 at x=20 (no unit): 1.00000000
moment M1 at x=20 (no unit): 0.08636701
moment M2 at x=20 (no unit): 0.01269390
moment M3 at x=20 (no unit): 0.00266795
moment M4 at x=20 (no unit): 0.00073660
expansion term of order x^-0 at x=20: 1.00000000 U
expansion term of order x^-1 at x=20: -0.17500000 U
expansion term of order x^-2 at x=20: 0.02062500 U
expansion term of order x^-3 at x=20: -0.00199219 U
single integral at x=20: 0.84379012 U
direct momentum average at x=20: 0.84379012 U
third-order expansion at x=20: 0.84363281 U
single integral at x=20 converted: 1.47605e-19 cm^3/s
third-order expansion converted: 1.47577e-19 cm^3/s
Taylor remainder average at x=20: 0.009412 U
its upper bound a4*M4 at x=20: 0.015469 U
x (no unit) | integral, orders 1, 2, 3 of the expansion, all in U
    3 | 0.3781701  -0.1666667  0.7500000  0.1597222
    5 | 0.5354396  0.3000000  0.6300000  0.5025000
   10 | 0.7189060  0.6500000  0.7325000  0.7165625
   20 | 0.8437901  0.8250000  0.8456250  0.8436328
   50 | 0.9331767  0.9300000  0.9333000  0.9331725
  100 | 0.9658093  0.9650000  0.9658250  0.9658091
relative loss from electron mass at threshold: 2.05e-10
omitted Coulomb enhancement at x=20: 6.35 percent
omitted Coulomb enhancement at x=1000: 48.56 percent
\end{verbatim}
